# Surface strains of a bent silver nanowire

## Question

I have a silver wire of diameter 100 nm, originally straight, bent into an arc of radius 5 micrometres. I am asked to show that opposite sides of its surface have strains of about plus and minus 1 percent.

I don't see where to start, because I am given neither the length of the wire nor the force that bends it. I tried assuming that the inner side keeps its original length and the outer side does all the stretching. That gives me about 2 percent on the outside and zero on the inside. Why should the unstretched line run through the middle instead? And can I trust a continuum argument for something this thin, where surfaces and atoms might matter?

## Answer

Your attempt has the right difference between the two sides, about 2 percent. What it lacks is the condition that decides how this difference is shared between them. Geometry gives the difference, and the absence of a net pull along the wire gives the sharing.

### Setting up the geometry

Let the wire have a circular section of diameter \(D\) and radius \(c=D/2\). It is uniform, free-standing, and bent by turning its ends, with no net axial force. Let \(R\) be the radius of the arc formed by its centre line. I measure \(y\) from the centre line, positive away from the centre of curvature, so the outermost line of the surface is at \(y=+c\) and the innermost at \(y=-c\). Strain is the change of length divided by the original length, positive for stretching.

First, what happens to a flat cross-section? In a uniform arc, every section away from the ends is in the same situation. Suppose the material is unchanged by reflection in the plane of a section, as silver is when its [110] crystal direction runs along the wire. The reflection then exchanges the two halves of the wire and leaves the bent shape unchanged. A point of the section that moved out of this plane to one side would have to move equally to the other side, so it stays in the plane. Sections therefore remain flat, and their planes meet in a line through the centre of curvature.

Take a piece of wire of original length \(L_0\) whose end sections now make an angle \(\theta\), in radians. The line at distance \(y\) from the centre line is an arc of radius \(R+y\), so its new length is

\[
L(y)=(R+y)\theta .
\]

The centre line itself has length \(R\theta\). We don't yet know whether it has stretched, so give it an unknown strain \(e_0\):

\[
R\theta=(1+e_0)L_0 .
\]

The strain at distance \(y\) is then

\[
e(y)=\frac{(R+y)\theta}{L_0}-1
=\frac{R\theta}{L_0}\left(1+\frac{y}{R}\right)-1
=(1+e_0)\left(1+\frac{y}{R}\right)-1 .
\]

Multiplying out gives

\[
e(y)=e_0+\frac{y}{R}+\frac{e_0y}{R}.
\]

The length \(L_0\) and the angle \(\theta\) have dropped out, which is why you were not given them. The last term is a product of two small quantities, so to first order

\[
e(y)=e_0+\frac{y}{R}.
\]

The two faces differ by \(2c/R=D/R\) whatever \(e_0\) is. Your assumption amounts to choosing \(e_0=c/R\), which puts zero strain at \(y=-c\) and \(2c/R\) at \(y=+c\).

### Why the middle is unstretched

The sides of the wire are free, so each lengthwise fibre is, to first order, in simple tension or compression, with axial stress \(\sigma=Ee\), where \(E\) is Young's modulus. The total axial force through a section of area \(A=\pi c^2\) is

\[
N=\int_A E\left(e_0+\frac{y}{R}\right)dA
=EAe_0+\frac{E}{R}\int_A y\,dA .
\]

In polar coordinates on the section, \(y=r\sin\varphi\) and \(dA=r\,dr\,d\varphi\), so

\[
\int_A y\,dA=\int_0^c r^2\,dr\int_0^{2\pi}\sin\varphi\,d\varphi
=\frac{c^3}{3}\times 0=0 .
\]

Hence \(N=EAe_0\). With no net pull, \(N=0\) and therefore \(e_0=0\). The centre line keeps its length, and

\[
e(y)=\frac{y}{R},\qquad e(\pm c)=\pm\frac{D}{2R}.
\]

Your distribution, with \(e_0=c/R\), would need a force \(N=EAc/R\) in addition to the bending. It describes a wire that is bent and pulled at the same time.

Young's modulus has cancelled from the condition \(N=0\). A stiffer wire needs a larger bending moment to reach the same radius, but at that radius its strain is the same.

### The numbers

Here \(c=50\) nm and \(R=5\) micrometres \(=5000\) nm, so

\[
e(\pm c)=\pm\frac{50\ \text{nm}}{5000\ \text{nm}}=\pm0.010=\pm1.0\,\% .
\]

The outer line is stretched by 1 percent and the inner line is compressed by 1 percent. These are the extreme values. Going round the surface, \(y=c\sin\varphi\), so the strain is \(1\,\%\times\sin\varphi\), and it vanishes on the two sides halfway between the outer and inner lines.

The problem does not say to which line the radius of 5 micrometres is measured. If the wire is wrapped round a post of that radius, it is the inner face that has \(R=5000\) nm, and the centre line has radius 5050 nm. The strain magnitude becomes

\[
\frac{50}{5050}=0.990\,\% .
\]

If the radius belongs to the outer face, the centre line has radius 4950 nm and the magnitude is \(50/4950=1.010\,\%\). Either way the answer rounds to 1 percent, because \(R\) is much larger than \(D\).

The formula also shows the limits. As \(R\to\infty\) the wire becomes straight and the strain goes to zero. At fixed \(R\), the strain is proportional to the diameter: a wire ten times thicker would need surface strains of about 10 percent. Thinness is what allows such a tight bend at a modest strain.

### Does it survive at the scale of atoms?

The continuum argument can be tested on a wire made of discrete atoms. Take a simple cubic lattice with equal springs between nearest and next-nearest neighbours, all at their natural lengths when the wire is straight. Cut from it a round wire with a radius of 6 lattice spacings, which has 113 atoms in each layer. Bend it by making each layer a copy of the previous one, turned by \(1/600\) radian about a common centre. A line that keeps its natural spacing then lies at a radius of 600 spacings. With this radius as \(R\), \(D/(2R)=6/600\) is again 1 percent.

All atoms of the layer are then relaxed in three dimensions. The starting layer is deliberately rough and at the wrong distance from the centre of curvature, so neither flat sections nor an unstretched middle is imposed. The relaxed wire has

- an outer strain of \(+0.998\,\%\) and an inner strain of \(-1.002\,\%\);
- a layer that is flat to within \(4\times10^{-12}\) of a spacing;
- a largest deviation from \(y/R\), over all atoms, of \(0.0021\,\%\) strain.

When the curvature is halved, the largest deviation falls to \(0.0005\,\%\), a factor of 4.02. A quantity proportional to \(1/R^2\) would fall by a factor of 4, so the deviation behaves as a second-order remainder, which a first-order formula leaves out.

One source of such a remainder is easy to find. In an isotropic solid with a positive Poisson ratio, a stretched fibre becomes thinner by the Poisson effect: its sideways strain is \(-\nu y/R\), where \(\nu\) is the Poisson ratio. Adding this up from the centre to height \(y\) moves a point by

\[
\delta y=-\int_0^y\frac{\nu y'}{R}\,dy'=-\frac{\nu y^2}{2R}.
\]

At both faces \(y^2=c^2\), so relative to the centre line both strains change by \(\delta y/R=-\nu c^2/(2R^2)\). The centre line can itself shift at the same order, so this is not the whole second-order change. The outer face moves slightly towards the centre line and the inner face slightly away from it. This has the same sign as the small shift in the lattice result. In a silver crystal the Poisson ratio depends on direction. For a [110] wire it is about 0.8 towards [001] and about \(-0.1\) towards \([1\bar{1}0]\), so the size and even the sign of this shift depend on the direction of bending. The lattice also contains other second-order effects, which I have not separated from this one.

This lattice is not a model of silver, and because its springs start at their natural lengths it has no surface stress. It tests the geometry and the force balance. The surface needs its own estimate.

### What the surface does

A solid surface can pull inwards along itself with a surface stress \(\tau\), a force per unit length. For a thin wire this compresses the interior even before any bending. Let \(e_a\) be the resulting axial strain and \(e_t\) the strain in each transverse direction.

A length \(L\) of wire has side area \(\pi DL\) and volume \(\pi D^2L/4\), so the area per volume is \(4/D\). To first order the side area grows by the fraction \(e_a+e_t\). The surface energy per volume therefore changes by \((4\tau/D)(e_a+e_t)\).

Let \(\sigma_a\) and \(\sigma_t\) be the axial and transverse stresses in the interior. A small change of strain alters the bulk elastic energy per volume by \(\sigma_a\,de_a+2\sigma_t\,de_t\), where the factor 2 counts the two transverse directions. At the energy minimum, the coefficients of \(de_a\) and \(de_t\) in the total must both vanish:

\[
\sigma_a+\frac{4\tau}{D}=0,\qquad 2\sigma_t+\frac{4\tau}{D}=0 .
\]

So \(\sigma_a=-4\tau/D\) and \(\sigma_t=-2\tau/D\). Hooke's law for an isotropic solid then gives

\[
e_a=\frac{\sigma_a-2\nu\sigma_t}{E}
=\frac{1}{E}\left(-\frac{4\tau}{D}+\frac{4\nu\tau}{D}\right)
=-\frac{4(1-\nu)\tau}{ED}.
\]

For silver with its [110] crystal direction along the wire I take rough values: \(E=80\) GPa, \(\nu=0.37\) and \(\tau=1\) N/m. This \(\nu\) is the mean over the two transverse directions, which is the combination that enters \(e_a\). Since 1 N/m equals 1 GPa nm,

\[
e_a=-\frac{4\times0.63\times1}{80\times100}\approx-0.03\,\% .
\]

This strain is relative to unstressed bulk silver, and the straight wire already has it. It is therefore not part of the strain you were asked for, which compares the bent wire with the straight one. It matters if you want the actual lattice spacing at the surface.

### Unequal response to stretching and squeezing

The force balance used the same modulus in tension and compression. At a strain of 1 percent, real crystals can depart slightly from this. Write \(\sigma=E(e+be^2)\), where a negative \(b\) means softer in tension and stiffer in compression. Put \(e=e_0+y/R\) and average over the section. The average of \(y\) is zero, and the average of \(y^2\) is

\[
\frac{1}{\pi c^2}\int_0^c r^3\,dr\int_0^{2\pi}\sin^2\varphi\,d\varphi
=\frac{1}{\pi c^2}\,\frac{c^4}{4}\,\pi=\frac{c^2}{4}.
\]

Zero net force then requires

\[
e_0+b\left(e_0^2+\frac{c^2}{4R^2}\right)=0 .
\]

Since \(e_0\) is itself second order in \(c/R\), the term \(e_0^2\) can be dropped:

\[
e_0\approx-\frac{b}{4}\left(\frac{c}{R}\right)^2 .
\]

With \(b=-5\), which is an assumed size and not a measured property of silver, \(e_0=1.25\times0.01^2\approx+0.01\,\%\). The softer, stretched side carries less stress than its partner, so the centre line has to stretch a little to restore the balance. In silver both the size and the sign of \(b\) depend on the crystal direction. A rough estimate from third-order elastic constants gives about \(+7\) along [100], \(-15\) along [110] and \(-2\) along [111]. Along [110] this makes \(e_0\approx+0.04\,\%\), which outweighs the surface shift, so the combined figures below only illustrate the size of these effects.

With these assumed values, and relative to unstressed bulk silver, adding both shifts gives about \(+0.98\,\%\) outside and \(-1.02\,\%\) inside. Each shift is the same on both faces, so half the difference between the faces is still 1.00 percent.

### Will a silver wire stand it?

If the wire is still elastic and its response is taken as linear, the largest bending stress is

\[
\sigma_{\max}=E\,\frac{D}{2R}=80\ \text{GPa}\times0.010=0.80\ \text{GPa}.
\]

A rough strength for a thin silver nanowire is 1 GPa, so the surface is at about 80 percent of it. Setting \(ED/(2R)\) equal to that strength gives a radius of

\[
R=\frac{80\times100\ \text{nm}}{2\times1}=4000\ \text{nm}.
\]

With these rough inputs, a radius 20 percent smaller than yours would reach the strength. The margin depends on the crystal direction along the wire, because Young's modulus of silver ranges from about 43 GPa along [100] to about 120 GPa along [111]. A weaker wire could already be permanently bent at 5 micrometres. The strain formula can outlast elasticity: if the stress in tension and compression stays equal and opposite, the forces at \(+y\) and \(-y\) still cancel with \(e_0=0\). It fails if the wire forms a sharp kink, because there is then no single radius \(R\).

The equal and opposite values need a section whose centroid lies halfway between the two faces. Grown silver nanowires often have a pentagonal section. The unstretched line then runs through the centroid, and a regular pentagon 100 nm high, bent with a corner outwards, has strains of about \(+1.11\,\%\) and \(-0.89\,\%\), still 2 percent apart.

The result also assumes that the wire is free-standing. A wire bonded to a film bends about the neutral plane of the whole stack. If the wire's centre lies a distance \(s\) outside that plane, and \(R\) is now the radius of the plane, the strains at its faces are \((s\pm c)/R\). With \(s\) equal to only 50 nm and \(R\) held at 5000 nm, they become 2 percent and zero, which is the pattern you first guessed. For a film much thicker than the wire, \(s\) can be far larger than \(c\), and the film then sets the strain.

Warming a free wire by 60 K, with a rough expansion coefficient of \(1.9\times10^{-5}\) per kelvin, lengthens all its fibres by about \(0.11\,\%\). This uniform expansion causes no stress in a free wire and should be kept separate from the bending strain. At fixed \(R\) it also increases \(D\), and hence the bending strain, by about \(0.11\,\%\) of its value, which is negligible here.

The values behind the worked example and the lattice test are listed in the numerical output below.

## Calculated quantities

```
Wire diameter D                         100 nm
Centre-line bend radius R               5000 nm
Half diameter D/2                       50 nm
Outer surface strain                    +1.000 %
Inner surface strain                    -1.000 %
Magnitude if R is to inner face         0.9901 %
Magnitude if R is to outer face         1.0101 %
--- relaxed spring lattice, same D/(2R) ---
Atoms in one layer                      113
Lattice radius                          6 spacings
Lattice bend radius                     600 spacings
Outer strain                            +0.99792 %
Inner strain                            -1.00203 %
Mean strain over section                -0.00091 %
Largest deviation from y/R              0.00208 %
Same at half the curvature              0.00052 %
Ratio of the two deviations             4.022
Largest departure from flat section     3.7e-12 spacings
--- silver wire: rough inputs and neglected effects ---
Young's modulus (rough)                 80 GPa
Poisson ratio (rough)                   0.37
Surface stress (rough)                  1.0 N/m
Nanowire strength (rough)               1.0 GPa
Thermal expansion (rough)               1.9e-05 1/K
Unequal-response coefficient b (assumed) -5.0
Strain from surface stress              -0.0315 %
Same by energy minimization             -0.0315 %
Centre strain from unequal response     +0.0125 %
Same by formula -b e_s^2/4              +0.0125 %
Outer strain with both shifts           +0.981 %
Inner strain with both shifts           -1.019 %
Peak elastic bending stress             0.80 GPa
Peak stress / rough strength            0.80
Bend radius at rough strength           4000 nm
Temperature rise                        60 K
Free thermal expansion                  0.114 %
```
